# Why two electronic levels need two conditions to cross, part 1

(Sections cited here and not found follow in the second part.)

## First half: two conditions and the double cone

### A scan with two nearby roots

Along a bond scan, two roots of the same symmetry approach to within a few ten-thousandths of a hartree. Should the next points refine the same coordinate in search of a crossing, or should a second coordinate be varied? Should the orbitals be optimized for one state or for an average of both?

The first decision depends on how many conditions a degeneracy imposes. For a real symmetric Hamiltonian there are two. One coordinate is generically insufficient to meet them, so the scan should leave its line. In a diatomic molecule there is no second coordinate, and the same count gives the noncrossing rule. The second decision depends on the shape of the energies near a degeneracy: where the gap opens linearly, the individual levels have a kink, while their equally weighted mean is smooth.

### Setting and conventions

The nuclei are fixed. There is no magnetic field and no spin-orbit coupling, so the wavefunctions can be taken real. For open shells, one spin component is fixed, which removes the trivial spin degeneracy. Hartree atomic units are used.

The electronic Hamiltonian is represented by a real symmetric $n\times n$ matrix $H(q)$ in an orthonormal basis. The vector $q$ contains $N$ real parameters, usually nuclear coordinates. Two assumptions will be used.

1. The matrix $H(q)$ is a smooth function of $q$.
2. Two neighbouring levels $E_-\le E_+$ stay separated from all other levels in the region considered.

The first assumption has practical content. Both states must be eigenvectors of one matrix. If each state has its own optimized orbitals, the two energies come from different matrices and the argument below does not apply to them. A list of determinants selected afresh at each geometry can also make $H(q)$ jump.

### Two levels

Begin with two states and the matrix

$$
W=\begin{pmatrix}W_{11}&W_{12}\\W_{12}&W_{22}\end{pmatrix}.
$$

Define the mean $m=(W_{11}+W_{22})/2$ and half the difference $D=(W_{11}-W_{22})/2$. Then $W_{11}=m+D$ and $W_{22}=m-D$. The eigenvalue equation is

$$
0=(m+D-E)(m-D-E)-W_{12}^2=(E-m)^2-D^2-W_{12}^2,
$$

and therefore

$$
E_\pm=m\pm\sqrt{D^2+W_{12}^2}.
$$

The gap is $2\sqrt{D^2+W_{12}^2}$. A sum of squares of real numbers vanishes only if each number vanishes, so degeneracy requires

$$
D=0\quad\text{and}\quad W_{12}=0 .
$$

Making the diagonal elements equal is not enough, because the coupling then still separates the levels by $2|W_{12}|$.

If $W_{12}$ could be complex, as in a magnetic field, its real and imaginary parts would both have to vanish. There would then be three conditions.

### The count for a matrix of any size

The same number follows by counting matrices. A real symmetric $n\times n$ matrix has $n$ diagonal elements and $n(n-1)/2$ independent off-diagonal elements, in total $n(n+1)/2$.

Now take a matrix with exactly one double level. In its eigenbasis it is $L=\mathrm{diag}(\lambda_1,\ldots,\lambda_n)$ with $\lambda_1=\lambda_2$ and all other levels distinct. Nearby matrices with the same pattern are reached by two kinds of change.

- The distinct levels can be shifted. There are $n-1$ of them.
- The eigenvectors can be rotated. An infinitesimal rotation is $1+K$ with $K^T=-K$. It changes the matrix by

$$
\delta L=(1+K)L(1-K)-L=KL-LK
$$

to first order, with elements

$$
(\delta L)_{ij}=K_{ij}(\lambda_j-\lambda_i).
$$

There are $n(n-1)/2$ numbers $K_{ij}$ with $i<j$. The rotation $K_{12}$ has no effect because $\lambda_1=\lambda_2$; every other $K_{ij}$ changes its own off-diagonal element. The number of independent changes is

$$
(n-1)+\frac{n(n-1)}2-1=\frac{n(n+1)}2-2 .
$$

The matrices with one double level thus form a set with two dimensions fewer than the whole space. This is the von Neumann–Wigner result, and the deficit of two is called the codimension.

The calculation also identifies the missing changes. They are a difference between the first two diagonal elements and a change in the element 12. These are the quantities $D$ and $W_{12}$ of the two-level problem.

For Hermitian matrices every off-diagonal element has two real components. The element 12 then contributes two missing directions, and the diagonal difference contributes one, which gives codimension three. The numerical ranks agree with both counts for $n=2$ to 5. For $n=4$, for instance, the dimensions are 10 and 8 in the real case and 16 and 13 in the Hermitian case.

### Reducing many levels to two without approximation

The count describes the space of all matrices. A molecule supplies one particular family $H(q)$ within it. To find the degeneracies of that family, a smooth two-level matrix is needed that has the correct pair of energies.

Let $P(q)$ be the projector onto the space of the two chosen states. Individual eigenvectors can behave badly at a degeneracy, but $P$ is smooth. To see this, write

$$
P(q)=\frac1{2\pi i}\oint (z-H(q))^{-1}\,dz ,
$$

where the contour encloses the two levels and no others. Each enclosed eigenvalue contributes residue one and each outside eigenvalue contributes zero, so the integral is the projector. Because the pair is isolated, no eigenvalue touches the contour for small changes of $q$. The integrand is therefore smooth in $q$, and so is $P$.

Choose a reference point $q_0$. Let the two columns of the fixed matrix $B$ be real orthonormal vectors spanning the pair's space there, so that $P(q_0)B=B$ and $B^TB=1$. At a nearby point, project these vectors onto the current space and restore their orthonormality:

$$
M=B^TPB,\qquad C=PBM^{-1/2}.
$$

At $q_0$ the $2\times2$ matrix $M$ is the unit matrix. It remains positive definite nearby, so its inverse square root exists and is smooth. Since $P^T=P$ and $P^2=P$,

$$
C^TC=M^{-1/2}B^TPBM^{-1/2}=1 .
$$

The two columns of $C$ are orthonormal and lie in a two-dimensional space, so they span it, and $CC^T=P$. Define

$$
W(q)=C^THC .
$$

This matrix is real, symmetric and smooth. The projector commutes with $H$, because it projects onto a space spanned by eigenvectors of $H$. Hence

$$
HC=HPC=PHC=CC^THC=CW .
$$

If $Wv=Ev$, then $H(Cv)=CWv=E(Cv)$. The eigenvalues of $W$ are therefore the two energies of the full matrix. The other states have not been neglected; their influence is contained in the way $C$ depends on $q$.

### The vectors $s$, $g$ and $h$

First derivatives of $W$ at the reference point are simple. Let $\partial$ denote a derivative with respect to one parameter, taken at $q_0$. Differentiating $P^2=P$ gives

$$
(\partial P)P+P(\partial P)=\partial P .
$$

Multiply by $B^T$ from the left and by $B$ from the right. Because $PB=B$, the result is $2B^T(\partial P)B=B^T(\partial P)B$, so

$$
B^T(\partial P)B=0 .
$$

It follows that $\partial M=0$, and then $\partial(M^{-1/2})=0$ and $\partial C=(\partial P)B$. The product rule gives

$$
\partial W=B^T(\partial P)HB+B^T(\partial H)B+B^TH(\partial P)B .
$$

The pair's space is invariant under $H$, so $HB=BW(q_0)$. The first term is $B^T(\partial P)B\,W(q_0)=0$, and the last term is its transpose. What remains is

$$
\partial W=B^T(\partial H)B .
$$

This holds whether or not the two levels are degenerate at $q_0$. Collecting the derivatives for all parameters defines three vectors:

$$
s=\nabla\frac{W_{11}+W_{22}}2,\qquad
g=\nabla\frac{W_{11}-W_{22}}2,\qquad
h=\nabla W_{12}.
$$

Thus $s$ is the gradient of the mean energy, $g$ is half the difference of the diagonal gradients, and $h$ is the gradient of the coupling.

Here $\partial H$ is the derivative of the matrix in a smoothly changing orthonormal basis. At a degeneracy the choice of that basis does not matter. Another choice spanning the same space adds a term $HK-KH$ with antisymmetric $K$ to the derivative. Between the degenerate states this term is $E_0B^TKB-E_0B^TKB=0$.

### The seam

Let $q_0$ now be a degeneracy, so that $D$ and $W_{12}$ vanish there. If $g$ and $h$ are linearly independent, the implicit function theorem applies. The two equations $D=0$ and $W_{12}=0$ can be solved for two of the parameters as smooth functions of the other $N-2$. Near $q_0$ the degeneracies therefore form a smooth surface of dimension $N-2$, called the seam.

With two parameters the seam is an isolated point. A triatomic molecule has three internal coordinates, and its seam is a curve. If $t$ is tangent to the seam, neither function changes to first order along it:

$$
g\cdot t=0,\qquad h\cdot t=0 .
$$

The same theorem shows that a small smooth real change in the Hamiltonian moves such an intersection without removing it. The two equations still have a solution nearby.

The independence of $g$ and $h$ is a real condition. If symmetry makes $W_{12}$ vanish everywhere, then $h=0$ and one condition remains. Both gradients can also vanish. For $D=x^2-y^2$ and $W_{12}=2xy$, the gap is $2(x^2+y^2)$: the levels touch at a point, but they do not form a cone.

### The double cone

Put $x=q-q_0$ and expand $W$ about the degeneracy:

$$
W=(E_0+s\cdot x)\begin{pmatrix}1&0\\0&1\end{pmatrix}
+\begin{pmatrix}g\cdot x&h\cdot x\\h\cdot x&-g\cdot x\end{pmatrix}+O(|x|^2).
$$

The two-level formula gives

$$
E_\pm=E_0+s\cdot x\pm\sqrt{(g\cdot x)^2+(h\cdot x)^2}+O(|x|^2).
$$

The error in the energies is of second order because the lower and upper eigenvalues are the minimum and maximum of $v^TWv$ over unit vectors $v$. Neither can change by more than the norm of the omitted matrix.

Displacements at right angles to both $g$ and $h$ leave the levels degenerate to first order. In the plane spanned by $g$ and $h$ the gap grows linearly in every direction. The two energies form a double cone, whose axis is tilted if $s$ has a component in that plane.

### What the cone says about state averaging

Give the lower state the weight $w_-$ and the upper state the weight $w_+$, with $w_-+w_+=1$. To first order the averaged energy is

$$
w_-E_-+w_+E_+=E_0+s\cdot x+(w_+-w_-)\sqrt{(g\cdot x)^2+(h\cdot x)^2}.
$$

Unequal weights leave a kink at the intersection. Equal weights remove it, and beyond first order too, because $(E_-+E_+)/2=(W_{11}+W_{22})/2$ is smooth.

The same argument applies when orbital parameters are included among the variables. Orbitals optimized for the equally weighted mean follow the geometry smoothly as long as they remain on one nondegenerate stationary solution. They then supply the single smooth matrix assumed at the start. The protection is lost if a third state joins the pair, because the average of two states is then no longer the mean over an isolated group.

## Second half: a triatomic cone and the diatomic rule

### Symbols and results carried over

An isolated pair of levels is described by a smooth real symmetric matrix $W(q)$ with the pair's energies as eigenvalues. With $D=(W_{11}-W_{22})/2$, the gap is $2\sqrt{D^2+W_{12}^2}$. The vectors $s$, $g$ and $h$ are the gradients of the mean diagonal element, of $D$ and of $W_{12}$. They are obtained by projecting the derivative of $H$ onto the two states. Near a degeneracy at $q_0$, with $x=q-q_0$,

$$
E_\pm\approx E_0+s\cdot x\pm\sqrt{(g\cdot x)^2+(h\cdot x)^2}.
$$

If $g$ and $h$ are independent, the degeneracies form a seam with two dimensions fewer than the parameter space, and its tangent is orthogonal to both vectors.

### The freedom to rotate the two states

At the intersection any orthonormal pair of degenerate states is acceptable. Take

$$
|1'\rangle=\cos\theta\,|1\rangle+\sin\theta\,|2\rangle,\qquad
|2'\rangle=-\sin\theta\,|1\rangle+\cos\theta\,|2\rangle .
$$

Apart from its mean, the derivative matrix has diagonal elements $g,-g$ and off-diagonal element $h$. In the new states,

$$
\begin{aligned}
g'&=g\cos^2\theta+2h\sin\theta\cos\theta-g\sin^2\theta
=g\cos2\theta+h\sin2\theta,\\
h'&=-2g\sin\theta\cos\theta+h(\cos^2\theta-\sin^2\theta)
=h\cos2\theta-g\sin2\theta .
\end{aligned}
$$

The plane they span and the sum $(g\cdot x)^2+(h\cdot x)^2$ are unchanged, so the energies are too. The individual vectors do change, and two programs may report different ones for the same cone. A definite choice makes them orthogonal:

$$
0=g'\cdot h'=g\cdot h\cos4\theta-\tfrac12(g^2-h^2)\sin4\theta,
\qquad \tan4\theta=\frac{2g\cdot h}{g^2-h^2}.
$$

This fixes $\theta$ only up to multiples of $\pi/4$, and such a shift exchanges $g$ and $h$ up to sign. If the numerator and denominator both vanish, the vectors are orthogonal for every $\theta$. Lengths and right angles refer to the chosen coordinates. The seam itself does not depend on that choice.

Degeneracy of two levels of a real symmetric Hamiltonian generically imposes two conditions, so the intersections form a seam with two dimensions fewer than the parameter space, and near it the energies form a double cone. It remains to test this on triatomic H$_3$, and to derive the noncrossing rule for diatomics and examine an exception to it in H$_2^+$.
